# Logarithmic Excess Path of an Ion Released from a Charged Sphere, part 2

An atom probe finds an ion's mass from its flight time. The slow start makes this time longer than flight distance divided by final speed.

In the model, the emitter is a conducting sphere of radius $R$ with surface field $F$. An ion of mass $m$ and charge $q>0$ starts at rest at $r=R$ and flies radially, with speed $v(r)$, to a grounded concentric sphere at $r=D$. The flight distance is $L=D-R$, the voltage drop $V=FR(1-R/D)$, the arrival speed $u=\sqrt{2qV/m}$ and the true flight time $t$. The excess path is $\delta=ut-L$, and the delay is $\delta/u$. The field is static and the motion classical and nonrelativistic. The force from the charge the ion induces on the emitter and the shank behind a real tip are left out so far.

With the asymptotic speed $v_\infty=\sqrt{2qFR/m}$, $u=v_\infty\sqrt{1-R/D}$ and $t=S/v_\infty$, where

$$S=\sqrt{D(D-R)}+R\,\mathrm{arcosh}\sqrt{\frac DR}.$$

Hence

$$\boxed{\;t=\frac{L+\delta}{u},\qquad \delta=R\sqrt{1-\frac RD}\;\mathrm{arcosh}\sqrt{\frac DR}\;}$$

For $D\gg R$,

$$\delta=\frac R2\ln\frac{4D}{R}-\frac{R^2}{4D}\left(\ln\frac{4D}{R}+1\right)+\dots$$

Taking $v_\infty$ as reference instead of $u$ adds $R/2$. If the field ends at a transparent grounded sphere $r=B<D$, $B$ replaces $D$ in $\delta$.

The example is a singly charged nickel ion with $m=58$ u (here u is the atomic mass unit), $R=50$ nm, $F=35$ V/nm and $L=100$ mm, with the field reaching the detector. This gives $V\approx1750$ V, $u=76.3$ km/s, $t=1310.5$ ns, $\delta=397.4$ nm and a delay of 5.21 ps. In a numerical test of the formula, the ion's computed position at time $t$ missed the detector by at most $1.1\times10^{-6}R$.

The question now is where along the flight the excess builds up, and whether it is a matter of the first few radii.

**A.** Let $t(r)$ be the time to reach $r$. The excess so far, relative to motion at the arrival speed, is $ut(r)-(r-R)$. The first-half integral with upper limit $r$ gives

$$ut(r)-(r-R)=\sqrt{1-\frac RD}\left[\sqrt{r(r-R)}+R\,\mathrm{arcosh}\sqrt{\frac rR}\right]-(r-R).$$

For the example:

| $r/R$ | $v/u$ | excess so far (nm) |
|---|---|---|
| 2 | 0.707 | 64.8 |
| 10 | 0.949 | 115.3 |
| 100 | 0.995 | 174.6 |
| $10^4$ | 0.99995 | 289.8 |
| $2\times10^6$ | 1 | 397.4 |

At ten radii the ion has 95 % of its speed, but only 115.3 of the 397.4 nm have accumulated. The other 71 % comes from farther out. From $100R$ to $10^4R$ the excess grows by 115.2 nm, close to two decades at $(R/2)\ln10\approx57.6$ nm each.

The last stretch covers 2.3 decades but adds only 107.6 nm, where 57.6 nm per decade would give about 132 nm. The reason is the reference speed. The table compares with $u$, and near the detector $u/v-1\approx R/(2r)-R/(2D)$, which goes to zero there. Over the whole flight the second term removes about $R/2=25$ nm, nearly all of it in this last stretch.

**Q.** What does the delay do to the measured mass?

**A.** If the mass is calculated without the correction, the result is

$$m'=\frac{2qVt^2}{L^2}.$$

Insert $t=(L+\delta)/u$ and $u^2=2qV/m$:

$$m'=m\left(1+\frac\delta L\right)^2,\qquad\frac{m'-m}{m}\approx\frac{2\delta}{L}.$$

Here $2\times397.4\ \text{nm}/100\ \text{mm}=7.95\times10^{-6}$. The mass comes out too high by 7.95 ppm, or 0.00046 u. The same digits appeared in $\delta/R=7.95$. This is a coincidence of the chosen lengths, since $2\delta/L=(\delta/R)(2R/L)$ and $2R/L=10^{-6}$.

**Q.** I calibrate the flight distance with a known mass. Doesn't that remove the correction?

**A.** As long as the geometry stays the same, it does. Within the model $\delta$ is the same length for every mass and charge, so a fitted distance $L+\delta$ absorbs it. But a tip becomes blunter as it evaporates. With $L$ held fixed, the sphere formula gives 168 nm for $R=20$ nm, 397 nm for $R=50$ nm and 760 nm for $R=100$ nm.

If the calibration is made at 50 nm and kept until the radius is 100 nm, the effective distance has drifted by $760-397=363$ nm. The acceleration delay alone then causes a mass error of $2\times363\ \text{nm}/100\ \text{mm}\approx7$ ppm. This is not the whole error of an old calibration: at fixed $F$ the voltage doubles with the radius, and the energy deficit of about 7 eV discussed below falls from about 0.4 % to 0.2 % of $qV$. That changes the calibrated mass by about 0.2 %, far more than the delay does.

The ratio $\delta/R$ falls from 8.41 to 7.60 over this range of radii. From the logarithm, a factor of five in $R$ should lower it by $\frac12\ln5=0.80$, which agrees.

**Q.** Suppose that I end the field 40 µm from the apex. By your rule the correction should shrink.

**A.** For a sphere it does. Keep $F$ and $R$ fixed and put $B=R+40\ \text{µm}=40\,050$ nm. Then $4B/R=3204$ and $\ln3204=8.072$. The leading term is $25\times8.072=201.8$ nm. The first remainder, $-(R^2/4B)(8.072+1)$, is $-0.14$ nm. The result is 201.7 nm, about half the former value.

A real tip is not a free sphere, however. It sits on a conducting shank at the same potential, and this changes the result far more than moving the electrode has just done for the sphere.

**Q.** Why should metal behind the apex matter to an ion that flies forward?

**A.** The shank keeps the potential high over a longer distance in front of the apex. For the same apex field the voltage drop is then larger and more spread out. A paraboloid shows this in closed form. Let $\rho$ be the distance from a point on the tip axis, the focus, and let $Z$ be the coordinate along the axis in the direction of flight. Consider $f=\ln(\rho+Z)$. With unit vectors $\hat\rho$ and $\hat z$,

$$\nabla f=\frac{\hat\rho+\hat z}{\rho+Z}.$$

For the divergence we need $\nabla\cdot\hat\rho=2/\rho$ and $|\hat\rho+\hat z|^2=2+2Z/\rho=2(\rho+Z)/\rho$. Therefore

$$\nabla^2f=\frac{2}{\rho(\rho+Z)}-\frac{2(\rho+Z)}{\rho(\rho+Z)^2}=0.$$

So $f$ satisfies Laplace's equation. Its equipotentials are $\rho+Z=c$. With $s$ the distance from the axis, $s^2+Z^2=(c-Z)^2$, which gives

$$Z=\frac c2-\frac{s^2}{2c}.$$

This is a paraboloid with its apex at $Z=c/2$ and apex radius of curvature $c$. Choose $c=R$ for the tip. A grounded counter electrode whose apex is at a distance $d$ in front of the tip has $c=R+2d$. I assume that it lets the ion through and that no field exists behind it.

**Q.** Then give me the voltage and the speed on the axis.

**A.** At a distance $x$ from the apex, $Z=\rho=R/2+x$ and $\rho+Z=R+2x$. Let $V_p$ be the total voltage and $\Lambda=\ln(1+2d/R)$. The voltage passed by the ion is

$$V_p\,\frac{\ln(1+2x/R)}{\Lambda}.$$

Its derivative at $x=0$ is the apex field, $F=2V_p/(R\Lambda)$, so

$$V_p=\frac{FR\Lambda}{2}.$$

For $d=40$ µm, $\Lambda=\ln1601=7.378$ and $V_p=1750\ \text{V}\times3.689=6456$ V. By symmetry, an ion starting at the apex stays on the axis. With $u_p=\sqrt{2qV_p/m}$, its speed is $u_p\sqrt{\ln(1+2x/R)/\Lambda}$. Ten radii in front of the apex this is only $\sqrt{\ln21/7.378}=0.64$ of the final speed, so the acceleration is not confined to a few radii here.

The time to the electrode, multiplied by $u_p$, is the length

$$P=\int_0^d\sqrt{\frac{\Lambda}{\ln(1+2x/R)}}\,dx.$$

Put $s^2=\ln(1+2x/R)$, where $s$ is now a plain integration variable. Then $x=(R/2)(e^{s^2}-1)$ and $dx=Rs\,e^{s^2}ds$. The factor $s$ cancels the square root in the denominator:

$$P=R\sqrt\Lambda\int_0^{\sqrt\Lambda}e^{s^2}ds=R\sqrt\Lambda\,e^\Lambda\,\mathcal D(\sqrt\Lambda),$$

where $\mathcal D(y)=e^{-y^2}\int_0^ye^{s^2}ds$ is Dawson's integral. The excess path is $\delta_p=P-d=3678$ nm, and the later drift at $u_p$ adds nothing to it.

**Q.** That is enormous beside your 202 nm. Has the logarithm changed sides?

**A.** In effect, yes. At the same $R$ and the same electrode distance the ratio is 18.2. To see why, write $x=\xi d$. Over most of the gap $2x/R\gg1$, so $\ln(1+2x/R)\approx\Lambda+\ln\xi$. For large $\Lambda$,

$$\sqrt{\frac{\Lambda}{\Lambda+\ln\xi}}-1\approx-\frac{\ln\xi}{2\Lambda}.$$

Since $\int_0^1(-\ln\xi)\,d\xi=1$, the leading excess is

$$\delta_p\approx\frac{d}{2\Lambda}.$$

This gives 2.7 µm; the full integral gives 3.7 µm, since $\Lambda=7.4$ is not very large. Apart from a factor of one half in each, the sphere's correction is the radius times a logarithm, and the paraboloid's is the gap divided by a logarithm.

The higher voltage makes the ion faster, so the delay grows less than the path, to 25.1 ps. In the mass it amounts to $2\times3.678\ \text{µm}/100\ \text{mm}\approx74$ ppm.

**Q.** Which of the two should I compare with an actual nickel tip?

**A.** The paraboloid is closer. Apex radii of tens of nanometres, evaporation fields of a few tens of volts per nanometre, flight distances of about 100 mm or more and voltages of several kilovolts are roughly typical of atom probes. The sphere's 1750 V is low for a 50 nm tip at this field, because the sphere has no shank; the paraboloid's 6.5 kV lies in the usual range. Adding the shank moves the excess path from 0.20 to 3.7 µm at a 40 µm gap. A real shank is closer to a cone, and a real electrode has an aperture instead of a transparent paraboloidal surface, so the second number is an estimate for that geometry, not a calibration constant.

The field must also stay constant while the ion crosses it. In the paraboloid model the crossing takes $P/u_p$. With $u_p=3678\ \text{nm}/25.1\ \text{ps}\approx147$ km/s and $P\approx43.7$ µm, that is about 0.3 ns. The static assumption is demanding: in this model, a voltage that rises steadily by only 0.1 % during the crossing lowers the mass computed with the starting voltage by about 150 ppm, twice the effect of the acceleration delay. The timing matters: the same change as a step after three quarters of the crossing gives only about 40 ppm, because most of the voltage has been passed by then.

**Q.** You also left out the ion's attraction to its own induced charge. It acts at the very start, where the ion is slowest.

**A.** Yes, and it lowers the energy with which the ion arrives. Close to the surface the sphere is nearly flat, and the image charge $-q$ lies at a distance $2x$ from the ion. The attraction is $q^2/[4\pi\varepsilon_0(2x)^2]$. Together with the applied field it gives the potential energy

$$U(x)=-qFx-\frac{q^2}{16\pi\varepsilon_0x}.$$

Setting $dU/dx=0$ gives $x_0^2=q/(16\pi\varepsilon_0F)$. There the two terms are equal, so

$$U(x_0)=-2qFx_0=-\sqrt{\frac{q^3F}{4\pi\varepsilon_0}}.$$

For $F=35$ V/nm, $x_0\approx0.10$ nm and $U(x_0)\approx-7$ eV. An ion that starts at this barrier top arrives with $qV-\Delta E$, where $\Delta E\approx7$ eV.

A classical image plane is doubtful at a tenth of a nanometre, less than the size of an atom. The figure is an order of magnitude.

**Q.** Seven electronvolts out of 1750 is 0.4 %. Surely that is a small correction to a small correction?

**A.** It is a separate correction, and it acts over the whole flight. The final speed is $u\sqrt{1-\Delta E/qV}$, so the equivalent additional path is

$$L\left[\left(1-\frac{\Delta E}{qV}\right)^{-1/2}-1\right]\approx\frac{L\,\Delta E}{2qV}.$$

The sphere's voltage gives roughly 0.2 mm, hundreds of times $\delta$, and a mass error of about 0.4 %. With the paraboloid's 6456 V it is roughly 0.05 mm, still more than ten times $\delta_p$. An absolute mass determination at the ppm level would have to deal with the energy deficit before the acceleration delay. A distance calibrated with one charge state does not remove the deficit for another: by the formula for $U(x_0)$, $\Delta E/qV$ grows as $\sqrt q$ at fixed $F$ and $V$.

**Q.** But at the barrier top the force vanishes. You said that a start at rest would then last forever.

**A.** For perfect rest at that point it would. Near $x_0$ the displacement $y=x-x_0$ obeys $\ddot y=\kappa^2y$, with

$$\kappa^2=-\frac{U''(x_0)}{m}=\frac{q^2}{8\pi\varepsilon_0mx_0^3}=\frac{2qF}{mx_0},$$

where the last step uses the formula for $x_0^2$. An initial displacement $y_0$ grows as $y_0\cosh\kappa t$, so the waiting time grows as the logarithm of $1/y_0$. Thermal motion prevents perfect rest.

The time unit $1/\kappa$ is $\sqrt{x_0/(2R)}$ times the sphere's own unit $\sqrt{mR/(qF)}$. Here that factor is $\sqrt{0.10/100}\approx0.03$. The waiting time is thus a logarithm times a short unit, and I have not calculated it further. The sphere formula describes an ion released at rest into the applied field alone.

**Q.** Are heat, relativity and the detector worth mentioning after that?

**A.** They help to place $\delta$. At 50 K, an additional kinetic energy $k_BT$ shortens the equivalent path by about $Lk_BT/(2qV)=123$ nm, a third of the sphere's $\delta$.

For relativity, the kinetic energy to next order is $\frac12mv^2(1+3v^2/4c^2)$. Setting it equal to $\frac12mu^2$ gives $v\approx u(1-3u^2/8c^2)$. The additional path $3Lu^2/(8c^2)$ is 2.4 nm, which is negligible here.

An assumed detector timing error of 100 ps corresponds to $u\times100\ \text{ps}=7.6$ µm, about 19 times $\delta$. If that error is random, averaging over many ions reduces it, whereas the acceleration delay is a fixed offset and survives.

**Q.** Could the acceleration delay be separated from the energy deficit at all?

**A.** In principle it could, by changing the drift length. Let the field end at a fixed electrode, and hold the tip, the voltage and the ion species fixed. If $u'$ is the actual final speed, including the deficit, then

$$t=\frac{L+\delta'}{u'},$$

where $\delta'$ is the excess path of the acceleration region relative to $u'$. A plot of $t$ against $L$ is a straight line. Its slope $1/u'$ contains the energy deficit, and its value at $L=0$ is the delay $\delta'/u'$.

For the examples above that value is a few picoseconds to a few tens of picoseconds. The moment of release would have to be known to better than this, and the distances to better than the excess path. The extrapolation to $L=0$ also enlarges independent errors, and with drift lengths of about 100 mm a voltage drift of 10 ppm between two settings already shifts the value by about 3 to 20 ps, depending on the voltage and on the two lengths. If the field reaches the detector, $\delta$ itself changes with $L$ through the logarithm, and the line is no longer quite straight. The numerical output lists the main values used here.

## Calculated quantities

```
INPUTS (rough typical values, singly charged nickel ion)
ion mass: 58 u
sphere radius R: 50 nm
surface field F: 35 V/nm
flight distance L: 100 mm
SPHERE RESULT
ratio D/R: 2000001
logarithm ln(4D/R): 15.8950
voltage drop V: 1750.00 V
arrival speed u: 76.305 km/s
flight time: 1310.543 ns
excess path delta, closed form: 397.374 nm
excess path, (R/2) ln(4D/R): 397.374 nm
delta / R: 7.947
extra constant R/2 if asymptotic speed is used: 25 nm
growth of delta per decade of distance: 57.57 nm
delay delta/u: 5.208 ps
relative mass overestimate: 7.947 ppm
mass overestimate: 0.461 mu (0.001 u)
largest trajectory miss in test: 1.1e-06 R
GROWTH ALONG THE FLIGHT: r/R, speed/u, excess path so far in nm
  2, 0.70711, 64.78
  10, 0.94868, 115.26
  100, 0.99499, 174.60
  10000, 0.99995, 289.79
  2000001, 1.00000, 397.37
OTHER RADII AT THE SAME L: R in nm, delta in nm, delta/R
  20, 168.11, 8.406
  100, 760.09, 7.601
NEGLECTED SHANK (field ends at the electrode gap)
electrode gap: 40 um
sphere: excess path: 201.66 nm
paraboloid: Lambda = ln(1+2d/R): 7.3784
paraboloid: voltage for the same F: 6456.1 V
paraboloid: excess path: 3678.0 nm
paraboloid: delay: 25.10 ps
excess path ratio paraboloid/sphere: 18.24
OTHER NEGLECTED EFFECTS AS EQUIVALENT PATH
image barrier distance: 0.101 nm
image energy deficit: 7.099 eV
image deficit, sphere voltage: 203.5 um
image deficit, paraboloid voltage: 55.0 um
ratio image deficit path / delta (sphere): 512
temperature: 50 K
thermal energy kT (shortens the path): 123.1 nm
relativity: 2.43 nm
assumed detector timing error: 100 ps
timing error times u: 7.63 um
```
